# The minus one third limit on short-range order in fcc alloys, part 1

(Sections cited here and not found follow in the second part.)

## First half: the bound in a bulk crystal

### 1. What symmetry fixes

The nearest-neighbour Warren-Cowley parameter is a pure number that compares the fraction of unlike bonds in an alloy with the fraction expected for random occupation. If it has a lowest possible value over all arrangements of the atoms, that value cannot contain an interaction energy or a temperature. These quantities decide how probable an arrangement is, but they do not decide which arrangements exist. The lowest value must come from the geometry of the lattice and the composition.

The relevant piece of geometry in the face-centred cubic (fcc) lattice is the regular tetrahedron formed by four mutually neighbouring sites. Put a variable \(\sigma_i=+1\) on a site that holds an A atom and \(\sigma_i=-1\) on a site that holds a B atom. The sum of the products \(\sigma_i\sigma_j\) over the six edges does not change when the four corners are permuted, nor when A and B are exchanged. Permutation symmetry means that it can depend only on how many corners are A, and thus only on the sum

\[
S=\sigma_1+\sigma_2+\sigma_3+\sigma_4 .
\]

Exchange of A and B reverses \(S\), so the edge sum depends on \(S^2\). Squaring \(S\) gives the dependence:

\[
S^2=\sum_{i=1}^{4}\sigma_i^2+2\sum_{i<j}\sigma_i\sigma_j
=4+2Q,\qquad Q\equiv\sum_{i<j}\sigma_i\sigma_j .
\]

The first sum is 4 because each \(\sigma_i^2=1\), and the factor 2 appears because each pair occurs twice in the square. Therefore

\[
Q=\frac{S^2-4}{2}\ \ge\ -2 .
\]

Spread over six edges, the lowest mean product is \(-2/6=-1/3\). What remains is to relate the Warren-Cowley parameter to this mean product, and to show that the tetrahedra of the crystal count all bonds equally.

### 2. Definition and conventions

Consider a binary alloy on a complete fcc lattice. Each site holds one atom, and there are no vacancies, stacking faults or surfaces. The crystal is either a periodic cell or the limit of ever larger cells. A fraction \(x\) of the sites holds A atoms. Let \(P\) be the fraction of nearest-neighbour bonds that join unlike atoms. In a large alloy with independently occupied sites, a bond is unlike with probability \(x(1-x)+(1-x)x=2x(1-x)\). The Warren-Cowley parameter is

\[
\alpha=1-\frac{P}{2x(1-x)} .
\]

It is zero for random occupation of a large crystal (in a cell of \(N\) sites at fixed composition the random mean is \(-1/(N-1)\)), positive when like neighbours are in excess, and negative when unlike neighbours are in excess. The average runs over all 12 nearest neighbours of every site. This matters later, when a tetragonal distortion makes the 12 distances unequal.

Write \(m\) for the mean of \(\sigma_i\) over sites, and \(C\) for the mean of \(\sigma_i\sigma_j\) over nearest-neighbour bonds. Then

\[
m=x-(1-x)=2x-1,\qquad x=\frac{1+m}{2},\qquad 1-x=\frac{1-m}{2},
\]

and so \(2x(1-x)=(1-m^2)/2\). A like bond contributes \(+1\) to \(C\) and an unlike bond contributes \(-1\), which gives

\[
C=(1-P)-P=1-2P,\qquad P=\frac{1-C}{2}.
\]

Inserting both results in the definition,

\[
\alpha=1-\frac{(1-C)/2}{(1-m^2)/2}
=\frac{1-m^2-1+C}{1-m^2}
=\frac{C-m^2}{1-m^2}.
\]

At equal composition \(x=1/2\), so \(m=0\) and \(\alpha=C\). The Warren-Cowley parameter is then the mean bond product itself.

### 3. Each bond lies in two tetrahedra

Measure positions in units of half the cubic lattice parameter. The fcc sites are the integer triples \((X,Y,Z)\) whose sum is even. The 12 nearest-neighbour displacements are

\[
(\pm1,\pm1,0),\qquad(\pm1,0,\pm1),\qquad(0,\pm1,\pm1).
\]

Each bond is shared by two sites, so \(N\) sites have \(12N/2=6N\) bonds.

Take the bond from the origin to \((1,1,0)\). A site that neighbours both ends must have a position \(v\) such that \(v\) and \(v-(1,1,0)\) both appear in the list. A component of \(v\) equal to \(-1\) along the first or second axis would give a difference of \(-2\), which is excluded. The vector \((1,1,0)\) itself is the other end of the bond. Four common neighbours remain:

\[
(1,0,1),\quad(0,1,1),\quad(1,0,-1),\quad(0,1,-1).
\]

A tetrahedron that contains the bond needs two of these that are neighbours of each other. The first two differ by \((1,-1,0)\), which is a nearest-neighbour displacement, and so do the last two. Any other pair has third components \(+1\) and \(-1\), which differ by 2, so it is not a neighbouring pair. The bond therefore lies in two tetrahedra, one with its other corners at \(Z=1\) and one with them at \(Z=-1\). The rotations of the cube and the lattice translations carry this bond into every other bond, so the count holds for all of them.

The number of tetrahedra follows. The \(6N\) bonds have \(2\times6N=12N\) memberships in tetrahedra, and each tetrahedron uses six of these. There are \(12N/6=2N\) tetrahedra, or two per site.

### 4. The bound

Let \(Q_t\) be the edge sum of tetrahedron \(t\). Adding \(Q_t\) over all tetrahedra counts every bond twice, so

\[
\sum_{\text{bonds}}\sigma_i\sigma_j=\frac12\sum_{t}Q_t .
\]

Division by the number of bonds gives

\[
C=\frac{1}{6N}\cdot\frac12\sum_tQ_t
=\frac{1}{12N}\,(2N)\,\langle Q\rangle
=\frac{\langle Q\rangle}{6},
\]

where the angle brackets denote the mean over the \(2N\) tetrahedra. With \(Q=(S^2-4)/2\),

\[
C=\frac{\langle S^2\rangle-4}{12}=-\frac13+\frac{\langle S^2\rangle}{12}.
\]

Since \(S^2\) is never negative, \(C\ge-1/3\). At equal composition \(\alpha=C\), and hence

\[
\boxed{\;\alpha\ \ge\ -\frac13\qquad (x=1/2)\;}
\]

In terms of bonds, \(P=(1-C)/2\le 2/3\). On average an atom can have at most \(12\times2/3=8\) unlike nearest neighbours, and at least four must be like.

The interactions have not entered. Suppose that arrangement \(s\) occurs with probability \(w_s\) and has the parameter \(\alpha_s\). Then

\[
\bar\alpha=\sum_sw_s\alpha_s\ \ge\ -\frac13\sum_sw_s=-\frac13 ,
\]

because the probabilities are non-negative and add to one. They may come from a Boltzmann distribution with pair forces, many-body forces or long-range forces, from a quenched sample, or from an alloy still evolving during an anneal. In a finite cell at a non-zero temperature, with finite interaction energies, every arrangement has a positive Boltzmann weight. In all but the smallest cells some arrangements lie above the bound, and the thermal average then lies strictly above it.

### 5. The excess counts unbalanced tetrahedra

A tetrahedron has \(S^2=0\) if it holds two atoms of each kind, \(S^2=4\) if it holds three of one kind and one of the other, and \(S^2=16\) if all four are alike. Let \(p_{31}\) and \(p_{40}\) be the fractions of tetrahedra of the second and third sort, each including both choices of the majority atom. Then \(\langle S^2\rangle=4p_{31}+16p_{40}\), and at equal composition

\[
\alpha=-\frac13+\frac{p_{31}}{3}+\frac{4p_{40}}{3}.
\]

The height of \(\alpha\) above the bound thus measures how many tetrahedra fail to be balanced. For random occupation, 8 of the 16 ways to fill a tetrahedron are 3:1 and 2 are 4:0, so \(p_{31}=1/2\) and \(p_{40}=1/8\). The formula gives \(-1/3+1/6+1/6=0\), as it must.

The bound is reached when each tetrahedron is balanced. In an infinite crystal, a vanishing fraction of exceptions is allowed.

The triangular faces of the tetrahedra already give the number \(-1/3\). Three spins have an odd sum, whose square is at least 1, so their pair sum is at least \((1-3)/2=-1\) over three bonds. Each bond has four common neighbours and so belongs to four triangles, which again weights all bonds equally. The tetrahedron adds the exact expression for the excess. It also gives a stronger bound than the triangles for unequal compositions between \(x=1/4\) and \(x=3/4\). The second half derives the bound for all compositions.

### 6. Structures that reach the bound

Divide the crystal into (001) layers of constant \(Z\), and set

\[
\sigma(X,Y,Z)=(-1)^X\,p(Z),\qquad p(Z)=\pm1 ,
\]

with the sign \(p(Z)\) chosen freely for each layer. Within a layer, the four neighbours at \((\pm1,\pm1,0)\) have \(X\) changed by one, so each bond product is \(-1\). Each layer is a checkerboard with equal numbers of A and B.

An atom has four neighbours in the layer above. The two at \((\pm1,0,1)\) give \(-p(Z)p(Z+1)\) each, and the two at \((0,\pm1,1)\) give \(+p(Z)p(Z+1)\) each. These cancel for either choice of signs. The layer below behaves in the same way. The mean product over the 12 neighbours is therefore

\[
C=\frac{4(-1)+0+0}{12}=-\frac13 .
\]

If all \(p(Z)\) are equal, the structure consists of alternating pure A and pure B planes perpendicular to the \(X\) axis. This is the L1\(_0\) structure with its tetragonal axis \(c\) along \(X\). Most other choices of the signs give different structures with the same \(\alpha\). The second neighbours separate these structures from L1\(_0\), although different stacks can share the same second-neighbour value. Of the six second neighbours, the four at \((\pm2,0,0)\) and \((0,\pm2,0)\) are like atoms, and the two at \((0,0,\pm2)\) have products \(p(Z)p(Z\pm2)\). With \(q\) the mean of \(p(Z)p(Z+2)\) over layers, the second-neighbour parameter is

\[
\alpha_2=\frac{4+2q}{6}=\frac{2+q}{3},\qquad \frac13\le\alpha_2\le1 .
\]

The value \(\alpha_2=1\) belongs to \(q=1\). Then \(p\) is constant or alternates with \(Z\). In the second case \(\sigma=\pm(-1)^{X+Z}=\pm(-1)^Y\), because \(X+Y+Z\) is even, and this is L1\(_0\) with \(c\) along \(Y\).

A periodic cell of \(2\times2\times1\) cubic cells, with 16 sites, is small enough to examine in full. It has 12,870 arrangements at equal composition. Their lowest \(\alpha\) is \(-0.333333\), which 30 of them reach, with \(\alpha_2\) running from 0.3333 to 1.0000.

The count of 30 can be understood from the stacks. Each of the two long directions has four layers, which gives \(2^4=16\) stacks. Four of these are L1\(_0\) and 12 are not. The short direction has two layers and gives four stacks, all L1\(_0\). A stack along \(X\) has \(\sigma=(-1)^Yp(X)\), and one along \(Y\) has \(\sigma=(-1)^Xr(Y)\). If the two are the same arrangement, then \((-1)^Xp(X)=(-1)^Yr(Y)\) for all \(X\) and \(Y\). Both sides must be constant, and the structure is L1\(_0\). The two sets of 12 are thus distinct. L1\(_0\) has three axes and two choices of sign, which makes six arrangements, and the total is \(12+12+6=30\). In this cell the stacks are therefore all the arrangements that reach the bound.

### 7. A second proof, by waves

The same limit follows without tetrahedra. Let \(A_{ij}=1\) when \(i\) and \(j\) are nearest neighbours and zero otherwise. (In a small periodic cell, \(A_{ij}\) counts repeated bonds.) The double sum \(\sum_{ij}\sigma_iA_{ij}\sigma_j\) contains each of the \(6N\) bonds twice, so

\[
C=\frac{1}{12N}\sum_{ij}\sigma_iA_{ij}\sigma_j .
\]

Because \(A\) is unchanged by lattice translations, plane waves are its eigenvectors. Let \(\theta_x,\theta_y,\theta_z\) be the phase changes per unit step of \(X,Y,Z\). The four displacements \((\pm1,\pm1,0)\) add up to \(4\cos\theta_x\cos\theta_y\), and the other two groups follow in the same way. The eigenvalue is

\[
\lambda=4(uv+vw+wu),\qquad u=\cos\theta_x,\ v=\cos\theta_y,\ w=\cos\theta_z .
\]

The bracket is linear in each variable when the other two are held fixed, so its minimum over \(-1\le u,v,w\le1\) is found at a corner of this cube. If the three values are equal there, the bracket is 3. If one differs from the other two, it is \(1-1-1=-1\). Hence \(\lambda\ge-4\).

Expand the spins in normalized plane waves with amplitudes \(c_\theta\). The squared amplitudes add up to \(\sum_i\sigma_i^2=N\), and

\[
C=\frac{1}{12N}\sum_\theta\lambda_\theta|c_\theta|^2\ \ge\ \frac{-4N}{12N}=-\frac13 .
\]

Numerical diagonalization for a periodic cell of 256 sites gives a lowest eigenvalue of \(-4.000000\).

The waves also show where the freedom of the layer signs comes from. For \(u=-1\) and \(v=1\), the bracket is \(-1+w-w=-1\) for every \(w\). A whole line of wave vectors shares the lowest eigenvalue. Waves on this line alternate along \(X\), are uniform along \(Y\), and can be combined into any dependence \(p(Z)\).

### 8. A lattice without the obstruction

In the body-centred cubic lattice, each of the eight nearest neighbours of a cube corner is a cube centre, and each nearest neighbour of a centre is a corner. There are no triangles of nearest neighbours, and so no tetrahedra. Placing A on all corners and B on all centres makes every nearest-neighbour bond unlike, and \(\alpha=1-1/(1/2)=-1\). A complete enumeration of a 16-site cell at equal composition also gives a minimum of \(-1.000000\). The floor at \(-1/3\) therefore belongs to the connections of the fcc lattice and is not a property of binary alloys in general.

## Second half: composition, surfaces and a worked film

### 9. Symbols and results carried over

A site has \(\sigma=+1\) for A and \(-1\) for B. The fraction of A is \(x\), the mean spin is \(m=2x-1\), and \(C\) is the mean of \(\sigma_i\sigma_j\) over nearest-neighbour bonds. For a tetrahedron with spin sum \(S\), the sum over its six bonds is \(Q=(S^2-4)/2\). In a bulk fcc crystal each bond belongs to two tetrahedra, and there are two tetrahedra per site. The results needed below are

\[
\alpha=\frac{C-m^2}{1-m^2},\qquad
C=\frac{\langle S^2\rangle-4}{12},
\]

and, at \(x=1/2\),

\[
\alpha=-\frac13+\frac{p_{31}}3+\frac{4p_{40}}3\ \ge\ -\frac13 ,
\]

where \(p_{31}\) and \(p_{40}\) are the fractions of tetrahedra occupied 3:1 and 4:0. Checkerboard (001) layers, stacked with any choice of sign for each layer, reach the bound. L1\(_0\) is one of these structures.

### 10. Unequal composition

Away from \(x=1/2\) the tetrahedra cannot all be balanced. There are \(2N\) tetrahedra with four corners each, so a site belongs to \(8N/N=8\) of them on average. Translation symmetry makes this number the same for every site. The mean of \(S\) over tetrahedra is therefore four times the mean spin, \(\langle S\rangle=4m\).

The possible values of \(|S|\) are 0, 2 and 4. For each of them

\[
|S|(|S|-2)\ge0,\qquad(|S|-2)(|S|-4)\ge0 ,
\]

because no allowed value lies between the two roots of either product. Multiplying out gives

\[
S^2\ge2|S|,\qquad S^2\ge6|S|-8 .
\]

Now average over tetrahedra and use \(\langle|S|\rangle\ge|\langle S\rangle|=4|m|\):

\[
\langle S^2\rangle\ge8|m|,\qquad\langle S^2\rangle\ge24|m|-8 .
\]

Insertion in the formula for \(C\) gives

\[
C\ge\frac{8|m|-4}{12}=\frac{2|m|-1}{3},\qquad
C\ge\frac{24|m|-12}{12}=2|m|-1 .
\]

For \(|m|\le1/2\) the quantity \(2|m|-1\) is negative or zero, and the first bound is the stronger. For \(|m|\ge1/2\) the second is. The Warren-Cowley parameter therefore obeys

\[
\alpha\ge-\frac{1-2|m|+3m^2}{3(1-m^2)}\qquad(|m|\le1/2),
\]

\[
\alpha\ge\frac{2|m|-1-m^2}{1-m^2}=-\frac{(1-|m|)^2}{(1-|m|)(1+|m|)}=-\frac{1-|m|}{1+|m|}\qquad(1/2\le|m|<1).
\]

These bounds can be reached. Start from L1\(_0\) with pure planes perpendicular to \(Z\). Each B plane is a square net that splits into two checkerboard halves. Replace B by A on sites of one half. Any tetrahedron has two neighbouring corners in a B plane, and at most one of them is replaced, so \(S\) is 0 or 2. When the whole half has been replaced, the composition is \(x=3/4\). The structure is L1\(_2\) if the replaced halves lie directly above one another in successive B planes. Replacing the remaining B atoms gives \(S=2\) or 4. Both inequalities for \(S^2\) are equalities in their own range. The enumeration of the 16-site cell was carried through at each of its 15 mixed compositions, and the lowest \(\alpha\) agreed with these formulas every time.

The limit is \(-1/3\) at \(x=1/2\) and again at \(x=3/4\), while halfway between, at \(x=0.625\), it is \(-0.2444\). In the first range the bound lies above \(-1/3\) when \(1-2|m|+3m^2<1-m^2\), which is the same as \(4m^2<2|m|\), or \(0<|m|<1/2\). In the second range \((1-|m|)/(1+|m|)\) falls from \(1/3\) as \(|m|\) grows. No composition permits a value below \(-1/3\) in the bulk crystal.

Near equal composition the limit rises linearly, as \(-1/3+2|m|/3\) to leading order. A small surplus of one kind of atom has a first-order effect, because each surplus atom unbalances the eight tetrahedra around it.

In a complete bulk fcc crystal, the nearest-neighbour Warren-Cowley parameter cannot fall below \(-1/3\) at any composition, whatever the interactions or temperature, and the limit found for each composition can be reached. It remains to see how free surfaces change the limit in a thin film, how close a model alloy comes to it at finite temperature, and where the argument stops applying.

Numerical values quoted here were computed with a short program.
